# Counting symmetry-distinct vacancy clusters on a periodic monolayer

Three sulfur vacancies can be placed in a 6×6 cell of a MoS2-type monolayer in 59640 ways. The cell has 432 symmetry operations, and $59640/432\approx138.1$, yet there are 168 symmetry-distinct arrangements. The excess comes from arrangements that some operations leave unchanged. An enumeration must find all 168, attach the right multiplicity to each, and have its total confirmed by a count that does not use the list.

## Sites and group

The cell repeats $N$ times along $\mathbf a_1$ and $\mathbf a_2$, which enclose 120° and have length $a$. A sulfur site is $(s,x,y)$, with face $s=0$ (top) or $1$ (bottom) and $x,y$ taken modulo $N$. There are $n=2N^2$ sites, numbered $sN^2+xN+y$. Labels refer to ideal positions before relaxation, and all vacancies are sulfur vacancies.

An in-plane point operation is an integer matrix $M$ that preserves lengths:

$$M^{T}gM=g,\qquad g=\frac{a^2}{2}\begin{pmatrix}2&-1\\-1&2\end{pmatrix}.$$

Its columns are images of $\mathbf a_1,\mathbf a_2$, hence two of the six shortest lattice vectors, whose entries are $-1,0,1$. Searching these entries gives 12 matrices, the symmetry of the bare sulfur lattice.

The metal sits at $m=(1/3,2/3)$. Sulfur positions must map to sulfur positions, so the translation $t$ accompanying $M$ is an integer vector. The metal sublattice then survives if $Mm-m$ is an integer vector. For the rotations by 120° and 60°,

$$\begin{pmatrix}0&-1\\1&-1\end{pmatrix}m-m=\begin{pmatrix}-1\\-1\end{pmatrix},\qquad
\begin{pmatrix}1&-1\\1&0\end{pmatrix}m-m=\begin{pmatrix}-2/3\\-1/3\end{pmatrix}.$$

The first is allowed and the second is not. Six matrices remain. With the mirror that exchanges the faces, the group $G$ acts as

$$(s,\mathbf r)\mapsto(s+f \bmod 2,\;M\mathbf r+t \bmod N),\qquad f\in\{0,1\}.$$

For $N\ge3$ these are $|G|=6\cdot2\cdot N^2=12N^2$ different permutations: entries of two matrices differ by at most 2, so different matrices stay different modulo $N$.

## Canonical label and multiplicity

For a vacancy set $A$ define

$$L(A)=\min_{g\in G}\operatorname{sort}(gA),$$

with the minimum in lexicographic order. If $B=hA$, then $\{gB\}=\{ghA\}$ runs over the same images as $\{gA\}$, because $gh$ runs through $G$ when $g$ does. Hence $L(B)=L(A)$. Conversely, if $L(A)=L(B)$, then $gA=g'B$ for some $g,g'$, so $B=g'^{-1}gA$. Equal labels therefore mean equivalent sets, and conversely.

The same scan gives the multiplicity. Let $g_0A=L(A)$. Another $g$ reaches the minimum when $g_0^{-1}gA=A$, that is, when $g\in g_0\,\mathrm{Stab}(A)$, where the stabilizer $\mathrm{Stab}(A)$ contains the operations that leave $A$ unchanged. The number of minimizing operations is thus $|\mathrm{Stab}(A)|$. This argument holds for every image of $A$, so each image is reached equally often and

$$|\mathrm{orbit}(A)|=\frac{|G|}{|\mathrm{Stab}(A)|}.$$

In the 6×6 cell, the 168 classes of three vacancies divide as follows: 116 have 432 members, 39 have 216, 3 have 144, 9 have 72 and 1 has 24. The total is

$$116\cdot432+39\cdot216+3\cdot144+9\cdot72+24=59640.$$

The smallest orbit is an evenly spaced superlattice on one face, $\{\mathbf r,\mathbf r+(2,4),\mathbf r+(4,2)\}$. The three translations by multiples of $(2,4)$ preserve it, and so does a point group of order six about $\mathbf r$. Its stabilizer has order 18, and $432/18=24$.

## Growth without losing a class

Suppose one representative of every $k$-class is known. Take any $(k+1)$-set $B$, remove a site $v$, and let $g$ carry $B\setminus\{v\}$ to its representative $R$. Then $gB=R\cup\{gv\}$. Adding each free site to each representative therefore produces a member of every $(k+1)$-class, and equal labels remove the repetitions.

A connected cluster is a set joined by bonds, here same-face nearest neighbours and vertical pairs. For such clusters let $v$ be a leaf of a spanning tree. The rest stays connected, and $gv$ is bonded to $R$ because $G$ preserves bonds. It then suffices to add bonded sites.

```
classes[0] = { empty set: 1 }
for k = 0 .. kmax-1:
    for R in classes[k]:
        for v in free sites (bonded to R if clusters are wanted):
            images = sort(g(R + v)) for all g in G
            label  = smallest image
            stab   = number of g whose image equals label
            classes[k+1][label] = |G| / stab
    check sum of orbit sizes = binomial(n, k+1)   (all sets)
    check number of classes  = Burnside count     (all sets)
```

## The independent count

Count the pairs $(g,A)$ with $gA=A$ in two ways:

$$\sum_{g}|\mathrm{Fix}(g)|=\sum_A|\mathrm{Stab}(A)|=\sum_A\frac{|G|}{|\mathrm{orbit}(A)|}.$$

Within one orbit, the terms $1/|\mathrm{orbit}|$ add to 1. The right side is $|G|$ times the number of orbits, which is Burnside's lemma:

$$C_k=\frac1{|G|}\sum_g|\mathrm{Fix}_k(g)|.$$

A set is fixed by $g$ if it contains each cycle of the permutation wholly or not at all. A cycle of length $\ell$ contributes a factor $1+z^{\ell}$, so

$$C_k=\frac1{|G|}\sum_g[z^k]\prod_{c}\bigl(1+z^{\ell_c(g)}\bigr),$$

where $[z^k]$ takes the coefficient of $z^k$. No list of configurations is needed.

For $k=2$ a fixed pair is either two fixed sites or one 2-cycle. With $c_1$ fixed sites and $c_2$ 2-cycles there are $c_1(c_1-1)/2+c_2$ fixed pairs. In the 3×3 cell, with 18 sites and $|G|=108$, the operations with fixed pairs are:

- the identity, with $18\cdot17/2=153$ pairs;
- 9 operations with $c_1=6,\ c_2=6$, with $15+6=21$ pairs each;
- 6 operations with $c_1=6,\ c_2=0$, with 15 pairs each;
- 10 operations with $c_1=0,\ c_2=9$, with 9 pairs each;
- 6 operations with $c_1=0,\ c_2=3$, with 3 pairs each.

Hence

$$C_2=\frac{153+189+90+90+18}{108}=\frac{540}{108}=5.$$

Growth also finds five classes, with orbit sizes 54, 18, 9, 54 and 18, which add to 153.

The lemma holds on any family of sets that $G$ maps to itself, such as connected clusters, but the fixed members must then be counted within that family. In the 4×4 cell there are 2920 connected sets of four vacancies. Their fixed-set sum is 4224, and $4224/192=22$ classes, as growth gives.

The lemma also explains the effect of losing the face mirror. An operation that exchanges the faces has cycles of even length, so it fixes no set with odd $k$. Removing these operations halves $|G|$ and leaves the sum unchanged. The class count doubles for odd $k$: from 168 to 336 for three vacancies.

## When the cell represents the infinite sheet

For $k<N$, connected classes in the cell correspond one to one with those on the infinite sheet. Each bond changes $x$ and $y$ by at most 1, so a displacement by a nonzero supercell vector needs at least $N$ bonds.

Let $A$ be a connected cluster on the sheet with $k<N$ sites. Two of its sites are joined by at most $k-1$ bonds, so they cannot be periodic images of each other. Nor can a site of $A$ be bonded to a periodic image of another site of $A$: the path inside $A$ plus that bond would have at most $k<N$ bonds. The periodic copies of $A$ are therefore disjoint and unbonded. If an operation of the cell maps the projection of $A$ to that of $B$, its extension to the sheet preserves bonds and carries $A$ to one copy of $B$. So $A$ and $B$ were already equivalent on the sheet. Conversely, equivalence on the sheet projects to the cell, and every connected cluster in the cell can be unfolded along a spanning tree.

Direct growth on the sheet gives 1, 2, 5, 22 and 99 classes for $k=1$ to 5. The 5×5 cell reproduces the first four. The 4×4 cell also gives 22 at $k=4$, so the condition is sufficient but not necessary. At $k=5$ it gives 89 instead of 99. One cause is a row of four vacancies with a fifth beneath it. On the sheet, a fifth vacancy under an end differs from one under an inner site. In the 4×4 cell the row closes on itself and a translation makes them equivalent.

## Different classes, equal spectra

Symmetry guarantees equal energies within a class. It does not guarantee different energies between classes. Consider two triangles of neighbouring vacancies on one face, one centred on a metal atom and the other on a hollow site. No operation in $G$ connects them.

Take a real symmetric one-orbital-per-atom Hamiltonian $H$ in which vacancies $V$ delete orbitals and change nothing else. Let $W$ be the remaining orbitals and $K=E-H$. Eliminating $W$ gives the Schur complement

$$S=K_{VV}-K_{VW}K_{WW}^{-1}K_{WV},\qquad \det K=\det K_{WW}\det S.$$

The block of the inverse on $V$ is $\mathcal G_{VV}=S^{-1}$, so

$$\det(E-H_{WW})=\det(E-H)\,\det\mathcal G_{VV}(E).$$

In the perfect sheet all diagonal elements of $\mathcal G_{VV}$ equal some $\gamma_0$. The threefold axis relates neighbour vectors 120° apart, and the symmetry of $\mathcal G$ relates $\mathbf v$ to $-\mathbf v$. All six neighbour elements are therefore one number $\gamma_1$. Both triangles have

$$\det\mathcal G_{VV}=(\gamma_0-\gamma_1)^2(\gamma_0+2\gamma_1),$$

and so the same spectrum. The same reasoning reaches further. The symmetry of $\mathcal G$ and the face mirror leave every sulfur element unchanged under $\mathbf v\to-\mathbf v$, so sets related by the 12 matrices of the bare sulfur lattice share a spectrum. In the 4×4 cell that larger group merges the 37 classes of three vacancies into 25, which bounds the number of different spectra. A model with nearest-neighbour hoppings only can give fewer; one with hoppings that decay exponentially with distance gives 25. If in the latter each metal level also shifts by 0.5 eV per missing sulfur neighbour, all 37 spectra differ, and the largest level difference between the triangles is 0.37 eV. The merging belongs to the rigid model with one orbital per sulfur atom, not to the crystal; the argument holds however many orbitals the metal carries. With several orbitals per sulfur atom, the elements of $\mathcal G_{VV}$ become matrices that depend on direction, and the argument above no longer makes the two determinants equal. Removing duplicates by computed energy can therefore discard a class that a better energy model would need.

## Thermal average with multiplicities

Let $E$ be in hartree and $\beta$ in inverse hartree. Since $E$ is constant on an orbit,

$$Z=\sum_A e^{-\beta E_A}=\sum_{\text{classes}}\frac{|G|}{|\mathrm{Stab}|}\,e^{-\beta E}.$$

Only the product $\beta E$ enters, so eV may be used for both factors. For three vacancies in the 6×6 cell, take round model energies of −0.10 eV per same-face neighbour pair and −0.05 eV per vertical pair, at 900 K, where $k_BT=0.0776$ eV.

Each site has six side neighbours and one vertical neighbour. Choosing a central site and two of its neighbours gives $72\cdot21=1512$ choices. The 144 triangles are counted three times each, so there are $1512-288=1224$ connected triples:

- 144 triangles, in two classes of 72, with energy −0.30 eV;
- 648 straight or bent rows, in classes of 216 and 432, with energy −0.20 eV;
- 432 side-plus-vertical triples, in one class, with energy −0.15 eV.

There are 216 side bonds, each combined with 70 third sites. Subtracting the appearances in connected triples leaves $216\cdot70-3\cdot144-2\cdot648-432=12960$ triples with one side bond. The 36 vertical bonds similarly leave $36\cdot70-432=2088$. The remaining 43368 triples have no bond. With $x=e^{0.05/0.0776}\approx1.905$,

$$Z=43368+2088x+12960x^2+432x^3+648x^4+144x^6.$$

The last three terms describe one cluster. They give $P\approx1.84\times10^4/1.128\times10^5\approx0.163$. The sum over all 59640 sets and the sum over 168 weighted classes agree. Giving every class weight one yields 0.330, about twice the correct model value, because small symmetric orbits then count too much. At high temperature $x\to1$ and $P\to1224/59640\approx0.021$, the random-placement value. At low equilibrium temperature the triangles dominate and $P\to1$.

## Comparison with a real layer

The lattice constant, 3.16 Å, the face separation, 3.10 Å, and the pair energies are model settings; in MoS2 the two lengths are about 3.2 Å and 3.1 Å. The cell side is 18.96 Å (1.896 nm), and three vacancies correspond to $9.6\times10^{13}$ cm$^{-2}$, a heavily defective layer if $10^{13}$ cm$^{-2}$ is taken as a rough typical scale. With a rough barrier of 2 eV and an attempt frequency of $10^{13}$ s$^{-1}$, the hop rate is about 60 s$^{-1}$ at 900 K and of order $10^{-21}$ s$^{-1}$ at 300 K. If all hops have barriers near 2 eV, a device at 300 K keeps an arrangement set during processing; after slow cooling it reflects the temperature at which hopping stopped, not 900 K. A barrier below about 1.2 eV, as might occur beside another vacancy or under a strong bias, would allow more than one hop per year at 300 K.

With the other settings fixed, an extra −0.02 eV for pairs between 3.5 and 6.0 Å changes $P$ from 0.163 to 0.164. An extra −0.10 eV for the metal-centred triangle raises it to about 0.23. Charge matters more: two like unit charges at neighbouring sites repel by about 0.46 eV for a uniform relative permittivity of 10, which outweighs the 0.10 eV attraction. This is a rough figure, because screening in a thin layer depends on distance and surroundings. If this acted on bonded pairs alone, the weight of a side pair would fall from 3.6 to about 0.01 and clusters would nearly vanish. The omitted long-range tail would weaken that contrast. The result is therefore limited to neutral vacancies, and even then it holds only for the assumed pair energies. A gate field of 1 MV/cm also separates the faces by up to 0.031 eV per unit charge before screening, and the 336-class list is then needed. Relaxation, sulfur exchange with the gas and fluctuations in vacancy number are left out.

## Cost, stability and failure modes

The step from $k$ to $k+1$ labels $C_k(n-k)$ candidates with $|G|$ images each. From three to four vacancies this is $168\cdot69=11592$ candidates, against 1028790 possible sets, and yields 2549 classes. The number of images is $11592\cdot432\approx5.0\times10^6$. Since $C_k\ge\binom nk/|G|$, it cannot fall below

$$\binom nk(n-k)=(k+1)\binom n{k+1}.$$

Growth therefore saves storage and energy calculations, but its image count still follows the binomial. If a table of all sets fits in memory, marking off whole orbits needs $2549\cdot432\approx1.1\times10^6$ images.

The labels are integers, so rounding cannot split a class. Packing a sorted set into one base-$n$ integer requires $n^k<2^{63}$ for signed 64-bit storage; with $n=72$ this permits $k\le10$. The bond cutoff, 3.5 Å, lies between the bonded distances and the next one, 4.43 Å.

The main failures are these:

- **Wrong group.** Growth and Burnside's lemma agree for any group supplied, including a wrong one. Ignoring the metal gives 100 classes instead of 168. The group needs its own test: in the 3×3 cell, all $2^{18}$ vacancy sets were joined by rotations, reflections and translations built from Cartesian positions, and the class counts agreed for every $k$.
- **Unsuitable supercell.** If the columns of $T$ span the supercell, keep $M$ only when $T^{-1}MT$ is an integer matrix. Other operations do not act on the periodic sites.
- **Distance fingerprints.** Sorted distance lists give 84 groups for the 168 classes, so they cannot replace the labels.
- **Small cells.** For $k\ge N$, connected clusters may merge through the boundary, as the counts 99 and 89 show.

The full counts and example values are in the numerical output below.

## Computed results

```
lattice constant 3.16, face gap 3.10, bond cutoff 3.5 angstrom
in-plane operations: bare lattice 12 | crystal 6
3x3 cell: sites 18, group order 108
3x3 Burnside table for k=2 (cycles as length^number):
  1^18: operations 1, fixed pairs 153
  1^6 2^6: operations 9, fixed pairs 21
  1^6 3^4: operations 6, fixed pairs 15
  2^9: operations 10, fixed pairs 9
  2^3 6^2: operations 6, fixed pairs 3
  3^6: operations 20, fixed pairs 0
  3^2 6^2: operations 18, fixed pairs 0
  6^3: operations 38, fixed pairs 0
  sum of fixed pairs 540 | classes 5
3x3 pair classes (site labels: orbit size):
  (0, 1): 54, distance 3.160 angstrom
  (0, 5): 18, distance 5.473 angstrom
  (0, 9): 9, distance 3.100 angstrom
  (0, 10): 54, distance 4.427 angstrom
  (0, 14): 18, distance 6.290 angstrom
3x3 classes, all subsets, k=0..9: [1, 1, 5, 15, 44, 101, 217, 338, 469, 510]
3x3 classes summed over all k: 2892
6x6 cell: sites 72, group order 432
  k=1: configurations 72, classes 1
  k=2: configurations 2556, classes 13
  k=3: configurations 59640, classes 168
  k=4: configurations 1028790, classes 2549
  sets labelled in the step from k=3 to k=4: 11592
  k=3 orbit sizes (size: classes): {24: 1, 72: 9, 144: 3, 216: 39, 432: 116}
  k=3 classes: metal ignored 100 | no face mirror 336
  k=3 distinct distance lists: 84
connected classes k=1..5, infinite sheet: [1, 2, 5, 22, 99]
connected classes k=1..4, 5x5 cell: [1, 2, 5, 22]
connected classes k=1..5, 4x4 cell: [1, 2, 5, 22, 89]
4x4 connected sets k=4: 2920 | fixed-set sum 4224
probe: hopping 1.0 eV at 2.4 angstrom, decay 1.0 angstrom, S level -2.0 eV
metal level response 0.5 eV per missing S neighbour
4x4 k=3 classes 37; distinct spectra: rigid 25, responding 37
spectral spread within classes below 1e-9 eV: True
triangle level difference: rigid 1.1e-14 eV, responding 0.3687 eV
6x6 side 18.96 angstrom = 1.896 nm
density of 3 vacancies 9.64e+13 cm^-2
pair energies: side -0.10 eV, vertical -0.05 eV
anneal 900 K, kT 0.0776 eV
one-cluster probability: all sets 0.16328, classes 0.16328
  without orbit sizes 0.32964, random placement 0.02052
  with -0.02 eV for pairs from 3.5 to 6.0 angstrom: 0.16430
  with -0.1 eV for metal-centred triangle: 0.22550
barrier 2.0 eV, attempt frequency 1e+13 s^-1
hop rate 2.5e-21 s^-1 at 300 K, 6.3e+01 s^-1 at 900 K
unscreened face bias per charge at 1.0 MV/cm: 0.031 eV
charged-neighbour repulsion, permittivity 10: 0.46 eV
```
